Maximum equilibrium inhibitor contrast between two Langmuir surfaces

## The result

An inhibitor gas at partial pressure p is in equilibrium with two surfaces at the same temperature T. Surface A binds it strongly and is to be protected from deposition; surface B binds it weakly and is to be left open for growth. Let θ_A and θ_B be the occupied fractions of each surface's own adsorption sites, and let both follow the Langmuir isotherm

θ_i = K_i p/(1 + K_i p), i = A, B,

with binding constants K_i and ratio r = K_A/K_B > 1. The contrast D = θ_A − θ_B then has one maximum as the pressure is varied:

D_max = (√r − 1)/(√r + 1), at p* = 1/√(K_A K_B).

The contrast here is a difference of coverages, not their ratio. The gas is ideal, each molecule occupies one site, all sites of a surface are equivalent, and adsorbed molecules do not interact. Two derivations follow. The first balances rates and maximises over pressure; the second counts states and asks what binding ratio a given contrast requires.

## First derivation: rates and pressure

In an ideal gas of number density n, molecules of mass m have a Maxwell distribution of the velocity component v towards the surface. The number striking unit area per unit time is

n √(m/(2πkT)) ∫₀^∞ v exp(−mv²/(2kT)) dv = n √(m/(2πkT)) · kT/m = n √(kT/(2πm)),

where k is Boltzmann's constant. With n = p/(kT) this becomes p/√(2πmkT). If a site has area a, and a molecule striking an empty site sticks with probability s, an empty site fills at the rate cp, where

c = s a/√(2πmkT).

An occupied site empties at the rate d_i = ν exp(−E_i/(kT)), with binding energy E_i > 0 and prefactor ν. The coverage obeys

dθ_i/dt = cp(1 − θ_i) − d_i θ_i.

In equilibrium the left side is zero, so θ_i(cp + d_i) = cp. Dividing by d_i gives the Langmuir isotherm with K_i = c/d_i.

Now subtract the two coverages over a common denominator:

D = [K_A p(1 + K_B p) − K_B p(1 + K_A p)]/[(1 + K_A p)(1 + K_B p)].

The terms K_A K_B p² cancel in the numerator, leaving (K_A − K_B)p. Expanding the denominator and dividing numerator and denominator by p gives

D = (K_A − K_B)/(K_A + K_B + 1/p + K_A K_B p).

The numerator is a positive constant, so D is largest where the denominator is smallest. Only its last two terms vary, and they can be written as

1/p + K_A K_B p = (1/√p − √(K_A K_B p))² + 2√(K_A K_B).

The square vanishes only when 1/p = K_A K_B p, which is p = p*. The least denominator is therefore

K_A + K_B + 2√(K_A K_B) = (√K_A + √K_B)².

Factoring the numerator as (√K_A − √K_B)(√K_A + √K_B) and cancelling one factor,

D_max = (√K_A − √K_B)/(√K_A + √K_B).

Division by √K_B gives the stated result.

The two terms that compete have a direct meaning. At low pressure 1/p dominates because even the strong surface is nearly empty. At high pressure K_A K_B p dominates because even the weak surface is nearly full. At p* we have K_A p* = √r and K_B p* = 1/√r, hence

θ_A = √r/(1 + √r), θ_B = 1/(1 + √r).

These add to one: the fraction of A left open equals the fraction of B blocked by mistake.

The coverage ratio behaves differently. It is

θ_A/θ_B = r(1 + K_B p)/(1 + K_A p).

Its derivative with respect to p has the sign of K_B − K_A, which is negative, so the ratio falls steadily from r at vanishing pressure to 1 at high pressure. It equals √r at p* and has no optimum there.

## The width of the optimum

Write p = p* exp(u) and L = ln r. Then

1/p + K_A K_B p = √(K_A K_B)[exp(−u) + exp(u)] = 2√(K_A K_B) cosh u.

Dividing the numerator and denominator of D by 2√(K_A K_B), and using K_A/√(K_A K_B) = √r = exp(L/2), gives

D = sinh(L/2)/[cosh(L/2) + cosh u].

The curve is symmetric in the logarithm of pressure. Half the maximum is reached when the denominator has doubled from its value at u = 0:

cosh(L/2) + cosh u = 2[cosh(L/2) + 1], so cosh u = cosh(L/2) + 2.

For large r this gives exp(|u|) ≈ √r. The window then runs roughly from 1/K_A, where A is half full, to 1/K_B, where B is half full.

## Second derivation: the binding ratio a contrast requires

Consider M independent sites exchanging molecules with a gas of chemical potential μ. Give an empty site the statistical weight 1 and an occupied site the weight

x_i = q_i exp[(E_i + μ)/(kT)],

where q_i is the partition function of the adsorbed molecule's motion, with energy measured from the bottom of its well. There are M!/[N!(M − N)!] ways to place N molecules, so the sum over all states is, by the binomial theorem,

Ξ_i = Σ_N M!/[N!(M − N)!] x_i^N = (1 + x_i)^M.

The mean number of molecules is x_i ∂ln Ξ_i/∂x_i = M x_i/(1 + x_i). Therefore

θ_i = x_i/(1 + x_i), or θ_i/(1 − θ_i) = x_i.

For an ideal gas at fixed temperature, μ = kT ln p + constant, so x_i is proportional to p. Calling the factor K_i recovers the isotherm without any rates. The constant in μ is common to both surfaces, so

r = x_A/x_B = (q_A/q_B) exp[(E_A − E_B)/(kT)].

This ratio is the same at every pressure. In terms of the coverages it reads

r = θ_A(1 − θ_B)/[θ_B(1 − θ_A)].

Let M̄ = (θ_A + θ_B)/2 be the mean coverage, so that θ_A = M̄ + D/2 and θ_B = M̄ − D/2. The numerator is

(M̄ + D/2)(1 − M̄ + D/2) = M̄(1 − M̄) + D/2 + D²/4,

because the two terms linear in D are M̄D/2 and (1 − M̄)D/2, which add to D/2. In the denominator both have the opposite sign:

(M̄ − D/2)(1 − M̄ − D/2) = M̄(1 − M̄) − D/2 + D²/4.

With Q = M̄(1 − M̄) + D²/4,

r = (Q + D/2)/(Q − D/2) = 1 + D/(Q − D/2).

Hold D > 0 fixed. The denominator Q − D/2 is positive, since it equals θ_B(1 − θ_A), so r falls as Q grows. The greatest value of M̄(1 − M̄) is 1/4, at M̄ = 1/2. Hence

r ≥ (1/4 + D²/4 + D/2)/(1/4 + D²/4 − D/2) = [(1 + D)/(1 − D)]².

Taking the positive square root, √r(1 − D) ≥ 1 + D, which rearranges to

D ≤ (√r − 1)/(√r + 1).

Equality requires θ_A + θ_B = 1. Then θ_A/(1 − θ_A) is the reciprocal of θ_B/(1 − θ_B), so K_A p · K_B p = 1 and p = p*. Conversely, at p* the two coverages do add to one, so the bound is attained.

This route also answers the design question. For two Langmuir surfaces at equilibrium, a contrast D needs a binding ratio of at least [(1 + D)/(1 − D)]². Attraction between adsorbed molecules, which is excluded here, can lower this requirement.

If q_A = q_B, then √r = exp[(E_A − E_B)/(2kT)]. Multiplying the numerator and denominator of D_max by exp[−(E_A − E_B)/(4kT)] gives

D_max = tanh[(E_A − E_B)/(4kT)].

For a small energy difference this is (E_A − E_B)/(4kT), and at r = 1 the contrast vanishes at every pressure. For large r, D_max ≈ 1 − 2/√r: the shortfall from full contrast falls only as 1/√r. It is the sum of the open fraction of A and the blocked fraction of B, and at p* each of these is 1/(1 + √r).

## What each derivation assumes

Both use an ideal gas, a common pressure and temperature, and independent equivalent sites. The first adds a rate model: constant sticking on empty sites and a desorption rate independent of coverage. In return it gives the time needed to reach equilibrium. The second needs no mechanism of adsorption, only equal chemical potentials. Its central step concerns the coverages themselves, so it extends to isotherms that cannot be solved for θ in closed form.

**Repulsion.** Suppose that, in mean field, the binding energy on either surface falls to E_i − wθ_i, with the same w ≥ 0 on both. Then K_i is replaced by K_i exp[−wθ_i/(kT)], and the logarithm of the isotherm is

ln[θ_i/(1 − θ_i)] + wθ_i/(kT) = ln(K_i p).

Subtract the equation for B from that for A. By the inequality just proved, the difference of the two logarithms on the left is at least 2 ln[(1 + D)/(1 − D)] = 4 artanh D. Thus

L ≥ 4 artanh D + wD/(kT).

The right side increases with D, so the largest contrast satisfies this with equality, again at θ_A + θ_B = 1. Adding the two equations then gives w/(kT) = ln(K_A K_B p²), or p = p* exp[w/(2kT)]. At this pressure, replacing θ_A by 1 − θ_A turns the equation for A into that for B. Each has one solution because its left side rises with θ, so the coverages do add to one and the bound is attained. Repulsion lowers the greatest contrast because it weakens binding most on the fuller surface, which is A. At a fixed pressure well above the optimum it can instead raise the contrast, by keeping B emptier.

**Dissociation.** If the molecule splits into two fragments that each occupy a site, random mixing gives adsorption proportional to p(1 − θ)² and desorption proportional to θ². With K_i now the ratio of the two rate coefficients,

θ_i/(1 − θ_i) = √(K_i p).

Everything proceeds as before with √r in place of r. The optimum pressure is still 1/√(K_A K_B), but the greatest contrast is (r^(1/4) − 1)/(r^(1/4) + 1).

**Site densities.** If contrast is instead counted in molecules per area, with site densities N_A and N_B that differ, the optimum moves, provided 1/r < N_A/N_B < r. If N_A/N_B is r or more, the difference rises steadily with pressure and has no optimum; if it is 1/r or less, the difference is negative at every pressure above zero. The isotherm gives dθ_i/d ln p = θ_i(1 − θ_i), which is equal for both surfaces at p*. The slope of N_Aθ_A − N_Bθ_B there is (N_A − N_B)θ_A(1 − θ_A), which is nonzero unless the densities agree.

## A numerical example

Take T = 450 K, so kT = 0.03878 eV, with m = 100 u, a = 0.25 nm², s = 1 and ν = 10¹⁵ s⁻¹. The binding energies are E_A = 1.40 eV and E_B = 1.10 eV. These are round model parameters. The rate formulas give

c = 4.14 × 10⁵ s⁻¹ Torr⁻¹, d_A = 0.209 s⁻¹, d_B = 479 s⁻¹.

The binding constants follow by division:

K_A = 4.14 × 10⁵/0.209 = 1.98 × 10⁶ Torr⁻¹,

K_B = 4.14 × 10⁵/479 = 864 Torr⁻¹.

Thus r = 2290 and √r = 47.85, which give

D_max = 46.85/48.85 = 0.959,

p* = 1/√(1.98 × 10⁶ × 864) Torr = 2.42 × 10⁻⁵ Torr = 3.23 × 10⁻³ Pa.

The coverages are 0.980 on A and 0.020 on B. Half the maximum contrast is reached at 4.7 × 10⁻⁷ and 1.25 × 10⁻³ Torr. At 10 mTorr, outside this window, K_B p = 8.64 and B is 90% covered; the contrast is only 0.10. More inhibitor does not mean more contrast.

An equilibrium contrast of 0.99 would need r = (1.99/0.01)² = 39601. At the same temperature and with equal prefactors, that is an energy difference of kT ln r = 0.41 eV, against the 0.30 eV assumed here.

The next values change one assumption at a time and keep the other parameters fixed:

- A repulsion w = 0.10 eV lowers the best contrast to 0.88 in mean field and raises its pressure to 8.8 × 10⁻⁵ Torr. The second digit depends on the approximation: an exact one-dimensional lattice gas with pair repulsion w/2 gives 0.87 at the same pressure.
- A Gaussian spread of binding energies, with standard deviation 0.05 eV on both surfaces, lowers it to 0.92. Here the isotherm was averaged over energy by Gauss–Hermite quadrature and the maximum found by a numerical search over pressure.
- A desorption prefactor ten times smaller on B makes B bind ten times more strongly. The ratio r falls tenfold and the best contrast is 0.88.
- Dissociation with the same r lowers the best contrast to 0.75.
- A temperature 10 K higher, with the pressure left at the old p*, gives 0.945.

## Time, supply and purging

At constant pressure the rate equation relaxes exponentially at the rate cp + d_i. For A at p* the time constant is 1/(10.0 + 0.2) s ≈ 0.10 s. This presumes that the pressure at the surface is maintained, which is a demanding condition. The gas density at p* is 5.19 × 10¹¹ cm⁻³, while A must take up

0.980/(0.25 × 10⁻¹⁴ cm²) = 3.92 × 10¹⁴ molecules per cm².

The quotient is a gas column 755 cm high. A reactor with a 1 cm gap above a surface of type A would need its inhibitor content supplied about 755 times over, so filling may be limited by supply rather than by the 0.10 s response.

When the inhibitor is removed before the next gas enters, the surfaces leave equilibrium. Without readsorption each coverage decays as exp(−d_i t). This is the limit of very fast gas removal. In a well-mixed gas 1 cm deep, a molecule strikes the surface about √(kT/(2πm))/(1 cm) ≈ 7.7 × 10³ times per second, and with unit sticking it is held whenever it meets an empty site. Slower removal therefore delays the emptying of both surfaces. The purge results below are for the limit without readsorption, which needs a gas residence time well below 1/(7.7 × 10³ s⁻¹) ≈ 0.13 ms; one monolayer released into this gap would amount to about 19 mTorr, far above p*. After a 1 s purge from the optimum, A retains the fraction exp(−0.209) = 0.811 of its coverage and B is essentially empty. The contrast is 0.980 × 0.811 = 0.795.

Purging can also beat the equilibrium maximum. Fill both surfaces completely, then remove the gas:

D(t) = exp(−d_A t) − exp(−d_B t).

Setting the derivative to zero gives d_A exp(−d_A t) = d_B exp(−d_B t), so the best time is ln(d_B/d_A)/(d_B − d_A). With the same c on both surfaces, r = d_B/d_A. In the example the best time is 16 ms and the contrast is 0.996, above 0.959.

In this model such a gain exists for every r > 1. Let S = √r and choose the time at which exp(−d_A t) = S/(1 + S). The coverage of B is then

[S/(1 + S)]^r = 1/(1 + 1/S)^(S²).

Bernoulli's inequality, (1 + z)^b > 1 + bz for z > 0 and b > 1, with z = 1/S and b = S², shows that this is less than 1/(1 + S). The contrast therefore exceeds S/(1 + S) − 1/(1 + S), which is D_max. With immediate gas removal, the equilibrium result does not limit a timed process: desorption empties B first, with no incoming gas to refill it. Slower removal allows readsorption and can make the gain much smaller. If the purge lasts 1 s instead of 16 ms, however, loss from A brings the contrast down to 0.81.

## Relation to real deposition

The parameters are round numbers chosen for illustration and describe no particular inhibitor or pair of materials. Unit sticking is an upper limit. The optimum pressure, about 0.02 mTorr, is far below the 10 mTorr considered above. If the supply cannot be diluted that far, an inhibitor that binds both surfaces more weakly by the same factor would raise p* without changing r. The cost is a shorter life on A during a purge: if the binding energies are lowered and c is unchanged, d_A rises by the same factor as p*. Raising p* to 10 mTorr in this way gives d_A ≈ 86.5 s⁻¹, so without readsorption the coverage of A decays with a time constant of about 12 ms. A real process that purges the inhibitor breaks the assumption of maintained equilibrium, which for a 1 s purge moves the model contrast from 0.96 to 0.79 if nothing readsorbs; readsorption makes the change smaller. With equal areas of A and B under a well-mixed 1 cm gap, the same rate equations give about 0.84, 0.92 and 0.96 after 1 s for gas removal rates of 10³, 10² and 10 s⁻¹, so 0.79 is the extreme of very fast removal. Dissociation with the same r would lower the model's greatest equilibrium contrast to 0.75.

Coverage contrast is also not film selectivity. At the optimum, A still has 0.0205/(0.25 × 10⁻¹⁴ cm²) ≈ 8 × 10¹² open sites per cm². Whether a film nucleates there depends on the precursor's size and reactivity, on whether it displaces the inhibitor, and on how many cycles are run. The formula fixes the best equilibrium starting coverages under its stated conditions; it does not predict how long growth on A will be delayed.

All numerical values are calculated from the stated model.
